# Ehrenfest relations and the Prigogine–Defay ratio of a second-order ferroelectric

## Result

A ferroelectric has a continuous transition at $T_0(p)=T_{00}+\kappa p$, where $p$ is hydrostatic pressure and $\kappa\ne0$. In Landau theory with a constant positive quartic coefficient, the jumps at the transition obey

$$
\frac{dT_0}{dp}=\frac{\Delta\beta}{\Delta\alpha}
=\frac{T_0v\,\Delta\alpha}{\Delta c}=\kappa ,
\qquad
\Pi\equiv\frac{\Delta c\,\Delta\beta}{T_0v(\Delta\alpha)^2}=1. \tag{1}
$$

The first two equalities are the Ehrenfest relations, and $\Pi$ is the Prigogine–Defay ratio. Here $\Delta$ means the ferroelectric value minus the paraelectric value, $c$ is the heat capacity at constant pressure and zero field, $\alpha$ the volume expansivity and $\beta$ the isothermal compressibility.

The linear $T_0$ and constant quartic coefficient are sufficient for $\Pi=1$, but not necessary. They also give a stronger result: a ratio of one for the excess parts of $c$, $v\alpha$ and $v\beta$ throughout the ordered phase.

## 1. The Gibbs function and its conventions

Follow a fixed amount of crystal that fills unit volume in a reference state. Its volume divided by the reference volume is $v(T,p)$. The Gibbs function $g$, entropy $s$, heat capacity $c$ and dipole moment $P$ are all taken per reference volume. This choice matters: if $g$ were referred to the current volume, the amount of matter it describes would change with pressure, and $\partial g/\partial p$ would not be the volume. With the present choice,

$$
s=-\left(\frac{\partial g}{\partial T}\right)_p,\qquad
v=\left(\frac{\partial g}{\partial p}\right)_T, \tag{2}
$$

$$
c=-T\frac{\partial^2g}{\partial T^2},\qquad
v\alpha=\frac{\partial^2g}{\partial T\partial p},\qquad
v\beta=-\frac{\partial^2g}{\partial p^2}. \tag{3}
$$

The crystal is uniaxial, so one component $P$ suffices. It is free to deform under the pressure, and $a$ and $b$ below are coefficients at fixed stress. There is no applied or depolarizing field, and domain walls are left out. The Landau function is

$$
g(T,p;P)=g_0(T,p)+\frac a2[T-T_0(p)]P^2+\frac b4P^4,
\qquad a,b>0, \tag{4}
$$

where $g_0$ is smooth and describes the paraelectric background.

The linear $T_0$ has a direct mechanical meaning. Inserting it in the quadratic term gives

$$
\frac a2(T-T_{00})P^2-\frac{a\kappa}{2}pP^2 .
$$

The second term is hydrostatic electrostriction with a constant coefficient. If $\kappa<0$, polarization expands the crystal, and pressure therefore opposes it.

## 2. Minimising over the polarization

Let $\tau=T_0(p)-T$ be the depth below the transition. At equilibrium

$$
\frac{\partial g}{\partial P}=-a\tau P+bP^3=P(-a\tau+bP^2)=0 .
$$

For $\tau<0$ the one real solution is $P=0$. For $\tau>0$ there are also two solutions with

$$
P^2=\frac{a\tau}{b}. \tag{5}
$$

The curvature is $\partial^2g/\partial P^2=-a\tau+3bP^2$. It equals $-a\tau<0$ at $P=0$ and $2a\tau>0$ at the solutions (5), so the latter are the minima. Substituting (5) into (4),

$$
g-g_0=-\frac{a\tau}{2}\frac{a\tau}{b}
+\frac b4\frac{a^2\tau^2}{b^2}
=-\frac{a^2\tau^2}{4b}
\equiv-K\tau^2,\qquad K=\frac{a^2}{4b}. \tag{6}
$$

In the paraelectric phase the excess is zero. The two branches meet with equal value and equal slope at $\tau=0$, but with different curvature.

## 3. First derivatives: no latent heat, no volume jump

When the minimised $g$ is differentiated, the change of $P$ contributes $(\partial g/\partial P)(dP/dT)$, which is zero at the minimum. The explicit derivatives therefore suffice:

$$
s-s_0=-\frac a2P^2,\qquad
v-v_0=-\frac{a\kappa}{2}P^2. \tag{7}
$$

Both vanish continuously as $P\to0$. The ordered phase has the lower entropy, and its excess volume has the sign opposite to $\kappa$. There is no latent heat to put into a Clapeyron equation, whose quotient $\Delta v/\Delta s$ becomes $0/0$ at the line. The slope survives as a limit: by (7) the excess volume divided by the excess entropy equals $\kappa$ at every depth below the line. At the line itself the same information is carried by the second derivatives.

## 4. The three jumps

Since $\partial\tau/\partial T=-1$ and $\partial\tau/\partial p=\kappa$, two differentiations of $-K\tau^2$ give

$$
\frac{\partial^2(g-g_0)}{\partial T^2}=-2K,\qquad
\frac{\partial^2(g-g_0)}{\partial T\partial p}=2K\kappa,\qquad
\frac{\partial^2(g-g_0)}{\partial p^2}=-2K\kappa^2. \tag{8}
$$

Because $v$ is continuous at the line, the jump of $v\alpha$ is $v\Delta\alpha$, and likewise for $\beta$. Using (3) and $2K=a^2/(2b)$,

$$
\Delta c=\frac{T_0a^2}{2b},\qquad
v\Delta\alpha=\frac{\kappa a^2}{2b},\qquad
v\Delta\beta=\frac{\kappa^2a^2}{2b}. \tag{9}
$$

The heat capacity and compressibility are larger on the ordered side, whatever the sign of $\kappa$. There the polarization can readjust when temperature or pressure changes. The expansivity jump takes the sign of $\kappa$.

## 5. The Ehrenfest relations from thermodynamics

The relations can also be derived without a Landau function. Suppose two phases meet along a smooth line on which $s$ and $v$ are continuous. From (2) and (3), $\partial s/\partial p=-\partial v/\partial T=-v\alpha$, so in each phase

$$
ds=\frac cT\,dT-v\alpha\,dp,\qquad
dv=v\alpha\,dT-v\beta\,dp. \tag{10}
$$

Take a step $(dT_0,dp)$ along the line. The two entropies are equal before and after it, so their changes are equal. The same holds for the volumes. Subtracting the paraelectric from the ferroelectric expressions,

$$
0=\frac{\Delta c}{T_0}dT_0-v\Delta\alpha\,dp,\qquad
0=v\Delta\alpha\,dT_0-v\Delta\beta\,dp .
$$

For nonzero $\Delta c$ and $\Delta\alpha$ these give

$$
\frac{dT_0}{dp}=\frac{T_0v\Delta\alpha}{\Delta c},
\qquad
\frac{dT_0}{dp}=\frac{\Delta\beta}{\Delta\alpha}. \tag{11}
$$

The Landau jumps (9) turn both right-hand sides into $\kappa$. Dividing the second expression by the first gives

$$
1=\frac{\Delta\beta/\Delta\alpha}{T_0v\Delta\alpha/\Delta c}
=\frac{\Delta c\,\Delta\beta}{T_0v(\Delta\alpha)^2}=\Pi. \tag{12}
$$

Thus $\Pi=1$ expresses the agreement of two slopes of one line. Landau theory supplies the continuity of $s$ and $v$ and the size of each jump.

If $\kappa=0$, then $\Delta\alpha=\Delta\beta=0$. The entropy relation still gives zero slope, but the volume relation and $\Pi$ are $0/0$. The limit of $\Pi$ as $\kappa\to0$ is one, although the ratio at $\kappa=0$ is undefined.

## 6. Why the ratio is one below the line too

In (4), temperature and pressure enter the polarization part through $\tau$ alone. After minimisation the excess is a function $f(\tau)$, and its matrix of second derivatives in $(T,p)$ is

$$
f''(\tau)\begin{pmatrix}1&-\kappa\\-\kappa&\kappa^2\end{pmatrix}. \tag{13}
$$

Its determinant is zero: a step with $dT=\kappa\,dp$ leaves $\tau$, and hence the excess, unchanged. Define the ratio of excess responses by

$$
R=\frac{g^{\rm ex}_{TT}\,g^{\rm ex}_{pp}}{(g^{\rm ex}_{Tp})^2},
\qquad g^{\rm ex}=g-g_0 . \tag{14}
$$

For $f''\neq0$ and $\kappa\neq0$, (13) gives $R=1$ at every depth. At the line $R$ becomes $\Pi$, because the factors $-T$ and $-1$ in (3) reproduce the definition in (1). Below the line $R$ is built from the excess parts of $c$, $v\alpha$ and $v\beta$. A ratio formed from the excess $\alpha$ and $\beta$ themselves is not exactly one there, because the ordered volume differs from the background volume. With the numbers of Section 9 it is 0.9965 at 10 K and 0.965 at 100 K below the line.

**A sixth-order term.** Add $hP^6/6$ with constant $h>0$. The minimum obeys $a\tau=bP^2+hP^4$. Differentiating this equation,

$$
a=(b+2hP^2)\frac{dP^2}{d\tau}.
$$

Solving the quadratic for $P^2$ gives $b+2hP^2=\sqrt{b^2+4ha\tau}$. Since $f'=-aP^2/2$, the excess heat capacity is

$$
c^{\rm ex}=-Tf''=\frac{Ta}{2}\frac{dP^2}{d\tau}
=\frac{Ta^2}{2\sqrt{b^2+4ha\tau}}. \tag{15}
$$

The heat capacity now depends on depth in a new way, but $R$ is still one because the excess is still a function of $\tau$.

**The tricritical limit.** As $b\to0$ at fixed $h$, (15) becomes $Ta^{3/2}/(4\sqrt{h\tau})$. It diverges at the line, so the finite jumps in (1) no longer exist. At any $\tau>0$ the ratio $R$ remains one. For $b<0$ the transition is discontinuous, with nonzero polarization on the ordered side. The slope is then given by the Clapeyron equation, and (7) yields $\Delta v/\Delta s=\kappa$.

## 7. General coefficients

Let the quadratic coefficient be any smooth $A(T,p)$, vanishing on the line with nonzero gradient, and let $b(T,p)>0$. The excess is

$$
g^{\rm ex}=-\frac{A^2}{4b}+O(A^3),
$$

where the correction includes a sixth-order term. At $A=0$ every contribution to a second derivative that retains a factor $A$ vanishes, leaving

$$
g^{\rm ex}_{ij}=-\frac{A_iA_j}{2b},\qquad i,j\in\{T,p\}. \tag{16}
$$

This matrix also has zero determinant, so $\Pi=1$ at the line whenever $A_T$ and $A_p$ are nonzero. Away from the line $R$ can change.

For a curved $T_0(p)$ with constant $b$, differentiating $-K\tau^2$ gives $g^{\rm ex}_{TT}=-2K$, $g^{\rm ex}_{Tp}=2KT_0'$ and $g^{\rm ex}_{pp}=-2K(T_0'^2+\tau T_0'')$. Hence

$$
R=1+\frac{\tau T_0''}{(T_0')^2}. \tag{17}
$$

For a linear $T_0$ but $b\propto e^{\eta p}$, we have $K'=-\eta K$ and $K''=\eta^2K$. With $y=-\eta\tau/\kappa$,

$$
g^{\rm ex}_{Tp}=2K'\tau+2K\kappa=2K\kappa(1+y),
$$

$$
g^{\rm ex}_{pp}=-K''\tau^2-4K'\kappa\tau-2K\kappa^2
=-2K\kappa^2\left(1+2y+\frac{y^2}{2}\right),
$$

and therefore

$$
R=\frac{1+2y+y^2/2}{(1+y)^2}
=1-\frac{y^2}{2(1+y)^2}. \tag{18}
$$

Both deviations vanish as $\tau\to0$.

## 8. A case in which the ratio is not one

Take two uncoupled order parameters whose transition lines, with slopes $\kappa_1$ and $\kappa_2$, cross at a point. Compare the fully disordered sector with the fully ordered one there. The excess Gibbs functions add, so each jump is a sum of terms like (9), and

$$
\Pi=\frac{(\sum_iK_i)(\sum_iK_i\kappa_i^2)}{(\sum_iK_i\kappa_i)^2},
\qquad \sum_iK_i\kappa_i\ne0. \tag{19}
$$

Numerator minus denominator is $K_1K_2(\kappa_1-\kappa_2)^2$, so $\Pi>1$ for unequal slopes. Thermodynamics is not violated. These two sectors touch at a point, and the step along a common line used in Section 5 is not available.

For equal $K_i$ and slopes of $-70$ and $-35$ K/GPa, $\Delta\beta/\Delta\alpha=-58.3$ K/GPa but $T_0v\Delta\alpha/\Delta c=-52.5$ K/GPa. Their quotient is $\Pi=1.11$.

## 9. Worked example

The round parameters are $T_{00}=450$ K, $\kappa=-70$ K/GPa, a Curie constant $C=10^4$ K, and $P=5\ \mu$C/cm² at 300 K and zero pressure. Above the transition, a small field $E$ gives $P=E/[a(T-T_0)]$. Comparing this with $P=\varepsilon_0CE/(T-T_0)$ gives

$$
a=\frac1{\varepsilon_0C}=1.129\times10^7\ \mathrm{J\,m\,C^{-2}K^{-1}} .
$$

Equation (5) then fixes

$$
b=\frac{a(150\ \mathrm K)}{(0.05\ \mathrm{C/m^2})^2}
=6.776\times10^{11}\ \mathrm{J\,m^5C^{-4}} .
$$

At 0.5 GPa, $T_0=450-35=415$ K. The background has $c_0=2$ J/(cm³ K), $\partial v_0/\partial T=3\times10^{-5}$ K⁻¹ and $-\partial v_0/\partial p=0.02$ GPa⁻¹, which, with $v_0=1$ at 450 K and zero pressure, give $v=1-0.00105-0.01=0.989$ at the transition. The common factor is $a^2/(2b)=94.1$ J/(m³ K²), so

$$
\Delta c=415(94.1)\ \mathrm{J/(m^3K)}=0.0391\ \mathrm{J/(cm^3K)},
$$

$$
\Delta\alpha=\frac{(-7.0\times10^{-8})(94.1)}{0.989}\ \mathrm{K^{-1}}
=-6.66\times10^{-6}\ \mathrm{K^{-1}},
$$

$$
\Delta\beta=\frac{(7.0\times10^{-8})^2(94.1)}{0.989}\ \mathrm{Pa^{-1}}
=4.66\times10^{-4}\ \mathrm{GPa^{-1}} .
$$

These values were tested by minimising (4) numerically over $P$ and differentiating the complete Gibbs function $10^{-4}$ K above and below the line. Both slopes came out as $-70.0000$ K/GPa, and $\Pi$ differed from one by $4\times10^{-8}$.

Ten kelvin below the line, $P=1.29\ \mu$C/cm². The excess entropy is $-9.41\times10^{-4}$ J/(cm³ K), and the excess relative volume is $+6.59\times10^{-5}$. The positive sign follows from (7) with $\kappa<0$.

## 10. What the model leaves out

**Other Landau terms.** At this depth, an assumed $h=0.2b/(0.05\ \mathrm{C/m^2})^2$ lowers the excess heat capacity by 2.6% relative to the quartic model and leaves $R=1$. An assumed curvature $T_0''=10$ K/GPa² gives $R=1.020$. A quartic coefficient growing by 10% per GPa gives $R=0.9999$. With all three changes present together, the numerical $\Pi$ at the line is again one.

**Bias field.** At $T=T_0$ a field $E$ leaves $bP^3=E$, so the polarization does not vanish. The transition is rounded on both sides of $T_0$. The depth at which $a\tau$ equals this $bP^2$ sets the scale

$$
\tau_E=\frac{bP^2}{a}=\frac{b^{1/3}E^{2/3}}a . \tag{20}
$$

For 0.1 kV/cm, $P=0.245\ \mu$C/cm² and $\tau_E=0.36$ K. The full width is larger: on cooling, $c^{\rm ex}/T$ rises from 10% to 90% of its zero-field step over about $4.6\tau_E$, here 1.7 K. At fixed field the excess still depends on $T$ and $p$ through $\tau$. The bias therefore removes the sharp jumps but keeps the relation among the excess responses.

**Fluctuations.** Let a polarization wave of wavevector $q$ have stiffness $A(q)=ar+Gq^2+D\mu^2$. Here $r=T-T_0>0$, $\mu$ is the cosine between the wavevector and the polar axis, and $D=1/(\varepsilon_0\varepsilon_b)$ is the dipolar cost. In the Gaussian approximation the free energy is $(k_BT/2)\int d^3q/(2\pi)^3\ln A$. When both temperature derivatives act on the logarithm, one obtains the most singular heat capacity,

$$
c_{\rm fl}=\frac{k_BT^2a^2}{2}\int\frac{d^3q}{(2\pi)^3}\frac1{A(q)^2}. \tag{21}
$$

For $A_0=ar+Gq^2\ll D$, small $\mu$ dominates, and the integral over $\mu$ is $\pi/(2A_0^{3/2}D^{1/2})$. With $d^3q/(2\pi)^3=q^2dq\,d\mu/(4\pi^2)$, there remains $\int q^2dq\,(ar+Gq^2)^{-3/2}$. At large cutoff this is $-\tfrac12G^{-3/2}\ln r$ plus a term independent of $r$. The rise between distances $r_2$ and $r_1<r_2$ is therefore

$$
\delta c_{\rm fl}\simeq
\frac{k_BT^2a^2}{32\pi G^{3/2}D^{1/2}}\ln\frac{r_2}{r_1}. \tag{22}
$$

Take $G=aT_0\xi_0^2$, $\varepsilon_b=10$ and a cutoff of $\pi$ per nanometre, and hold the prefactor at 415 K. Numerical integration of (21) between 10 K and 1 K above the line gives a rise of 4.1% of $\Delta c$ for an assumed $\xi_0=0.5$ nm, and 19% for 0.3 nm. Equation (22) gives 4.2% and 19%. Keeping the less singular Gaussian terms and the actual temperature in the prefactor lowers the integrated rises by about a tenth, to 3.7% and 17%. This correction depends on the cutoff: doubling the cutoff at fixed $G$ gives 4.0% and 17.5%, while the most singular term moves only to 4.2% and 19.2%. The strong dependence comes from $G^{-3/2}\propto\xi_0^{-3}$. A mean-field jump must then be extrapolated from outside the region where this rise matters.

## 11. Beside a real crystal

The parameters lie in the rough regime of lead germanate, a uniaxial ferroelectric with a continuous transition near 450 K, a polarization of a few $\mu$C/cm² and a transition temperature that falls under pressure. They are not its measured constants, and the correlation lengths are assumptions.

A capacitor under voltage does not meet the zero-field assumption. By the $E^{2/3}$ law, 10 kV/cm gives $\tau_E\approx8$ K, so the 10% to 90% rise in this model would take about 36 K. A pressure spread of 0.01 GPa would by itself spread $T_0$ over 0.7 K. A film clamped to a substrate does not have the free-crystal coefficients used here, so (1) cannot be applied to it with these numbers.

Background subtraction also limits a measured $\Pi$. The jump $\Delta c$ is 2% of the background, so an error of 0.1% of $c_0$ in the difference between the two branches changes $\Delta c$, and hence $\Pi$, by 5%. An error in $\Delta\alpha$ enters twice, since to first order

$$
\frac{\delta\Pi}{\Pi}=\frac{\delta(\Delta c)}{\Delta c}
+\frac{\delta(\Delta\beta)}{\Delta\beta}
-2\frac{\delta(\Delta\alpha)}{\Delta\alpha}
$$

at fixed $T_0$ and $v$. A measured departure from one should be compared with this error, and with the rounding and fluctuation estimates, before it is read as evidence for a second order parameter. The numerical output below lists the model inputs and main results; it does not include the 10% to 90% widths or the fluctuation rises with all Gaussian terms.

## Computed results

```
T0 at zero pressure: 450 K
input slope dT0/dp: -70 K/GPa
Curie constant: 10000 K
reference temperature: 300 K
P at reference, p=0: 5 uC/cm2
a: 1.12941e+07 J m/(C2 K)
b: 6.77645e+11 J m5/C4
working pressure: 0.5 GPa
T0 at working pressure: 415 K
relative volume v: 0.98895
background c: 2 J/(cm3 K)
background dv/dT: 3e-05 1/K
background -dv/dp: 0.02 1/GPa
jump of c: 0.0390587 J/(cm3 K)
jump of alpha: -6.66183e-06 1/K
jump of beta: 0.000466328 1/GPa
slope from beta and alpha: -70.00002 K/GPa
slope from alpha and c: -70.00002 K/GPa
Prigogine-Defay ratio: 1
its distance from one: 4e-08
depth below T0: 10 K
P at this depth: 1.29099 uC/cm2
excess g at this depth: -0.00470587 J/cm3
excess entropy: -0.000941174 J/(cm3 K)
excess relative volume: 6.58822e-05
excess ratio at depth: 1
susceptibility 10 K above T0: 1000
sixth-order coefficient: 5.42116e+13 J m9/C6
sextic/quartic excess c: 0.974355
excess ratio with sextic: 1
assumed T0 curvature: 10 K/GPa2
excess ratio, curved T0: 1.02041
assumed dln(b)/dp: 0.1 1/GPa
excess ratio, varying b: 0.99990081
Defay ratio, all three terms: 1
second order-parameter slope: -35 K/GPa
two parameters: beta/alpha slope: -58.3333 K/GPa
two parameters: alpha/c slope: -52.5 K/GPa
two parameters: Defay ratio: 1.11111
bias field: 0.1 kV/cm
P at T0 in bias field: 0.245282 uC/cm2
bias smearing scale: 0.36098 K
background permittivity: 10
cell length for cutoff: 1 nm
fluctuation near distance: 1 K
fluctuation far distance: 10 K
c rise/jump, xi0=0.5 nm: 0.04147
log law/jump, xi0=0.5 nm: 0.04172
c rise/jump, xi0=0.3 nm: 0.1901
log law/jump, xi0=0.3 nm: 0.1932
```
